# Critical Temperature and Spinodal of a Regular-Solution Semiconductor Alloy

## The problem

In a semiconductor alloy $A_xB_{1-x}C$, the atoms A and B share one sublattice at random, and C fills the other. The sites open to A and B are called mixing sites. Relative to the separated pure compounds AC and BC, the energy of the alloy is $\Omega x(1-x)$ per mixing site, with $\Omega=0.26$ eV independent of composition and temperature.

Find the temperature above which the alloy is miscible at every composition. Then find the spinodal compositions at 1000 K, that is, the compositions between which a uniform alloy is unstable to arbitrarily small changes of composition.

The only entropy to be included is that of placing A and B on the mixing sites. Pressure-volume work is neglected. The algebra holds in atomic units with Boltzmann's constant $k_B$ kept explicit; in the numbers, $k_B=8.617\times10^{-5}$ eV/K.

## A tempting solution

There are two atoms for each mixing site, one on each sublattice. An energy can be stated per atom as well as per mixing site, so let us divide the interaction by two:

$$
\frac{\Omega}{2}=0.13\ \text{eV per atom}.
$$

Now add the ideal entropy of mixing and write the free energy as

$$
f(x,T)=\frac{\Omega}{2}x(1-x)+k_BT\left[x\ln x+(1-x)\ln(1-x)\right].
$$

Its second derivative at $x=1/2$ is $-\Omega+4k_BT$. Setting this to zero gives

$$
T=\frac{\Omega}{4k_B}=\frac{0.26}{4\times8.617\times10^{-5}}\ \text{K}\approx 754\ \text{K}.
$$

Since 1000 K lies above this temperature, the alloy would be miscible at all compositions and there would be no spinodal to calculate.

## Where it fails

The differentiation is correct. The fault is in the sum that defines $f$: its first term is an energy per atom, while its second is a free-energy contribution per mixing site.

The entropy bracket counts the choice between A and B. A site of the C sublattice offers no such choice, so a crystal with $N$ mixing sites has $2N$ atoms but only $N$ choices. Per atom, the entropy is therefore half of the ideal expression. The division by two has to act on both terms or on neither.

If it acts on both, the whole free energy is multiplied by $1/2$. This changes neither the sign of its curvature nor the position of its minima, so no transition temperature moves. If it acts on the energy alone, the interaction is weakened by a factor of two relative to the entropy, and the critical temperature is halved. Here the slip changes even the qualitative answer at 1000 K.

We now work per mixing site throughout, and derive both terms so that their normalization is visible.

## The free energy per mixing site

**Energy.** A simple model that produces the form $\Omega x(1-x)$ has effective bonds between neighbouring mixing sites, with energies $e_{AA}$, $e_{BB}$ and $e_{AB}$. Let each site have $z$ such neighbours. Each bond is shared by two sites, so there are $z/2$ bonds per site.

With random occupation, a bond is AA with probability $x^2$, BB with probability $(1-x)^2$, and unlike with probability $2x(1-x)$; the factor 2 counts AB and BA. The pure compounds, taken in the proportions $x$ and $1-x$, have energy $(z/2)[xe_{AA}+(1-x)e_{BB}]$ per site. The difference is

$$
\Delta E=\frac z2\left[(x^2-x)e_{AA}+\left((1-x)^2-(1-x)\right)e_{BB}+2x(1-x)e_{AB}\right].
$$

Both $x^2-x$ and $(1-x)^2-(1-x)$ equal $-x(1-x)$. Hence

$$
\Delta E=\Omega x(1-x),\qquad
\Omega=z\left[e_{AB}-\frac{e_{AA}+e_{BB}}2\right].
$$

A positive $\Omega$ means that an unlike bond costs more than the average of the two like bonds. For example, with $z=12$, $e_{AA}=-0.30$ eV, $e_{BB}=-0.20$ eV and $e_{AB}=-0.22833$ eV, the excess per unlike bond is $0.02167$ eV, and twelve times this is $0.26$ eV. Averaging the bond energy over all 65536 occupations of a periodic 16-site cell, with random weights at $x=0.30$, gives a mixing energy of $0.0546$ eV per site. The formula gives $0.26\times0.30\times0.70=0.0546$ eV.

The bond model is one possible origin of $\Omega$. What follows, up to the discussion of correlations, uses only the form $\Omega x(1-x)$ and random occupation.

**Entropy.** Let $N_A=xN$ and $N_B=(1-x)N$. The number of arrangements is $W=N!/(N_A!N_B!)$. For large $n$, Stirling's formula gives $\ln n!\approx n\ln n-n$. The linear terms cancel because $N=N_A+N_B$, leaving

$$
\begin{aligned}
\ln W&\approx N\ln N-N_A\ln N_A-N_B\ln N_B\\
&=-N_A\ln\frac{N_A}{N}-N_B\ln\frac{N_B}{N}.
\end{aligned}
$$

The second line uses $N\ln N=N_A\ln N+N_B\ln N$. Dividing by the number of mixing sites $N$, not by the number of atoms $2N$, gives

$$
\frac{S}{k_B}=-x\ln x-(1-x)\ln(1-x).
$$

For a million sites at $x=0.30$, the count of arrangements gives $0.610857$ and this formula $0.610864$. The difference is the remainder dropped in Stirling's formula.

**Free energy.** With both terms per mixing site, $F=\Delta E-TS$ is

$$
F(x,T)=\Omega x(1-x)+k_BT\left[x\ln x+(1-x)\ln(1-x)\right].
$$

## The stability condition

Let half of a uniform alloy change its composition to $x+d$ and the other half to $x-d$. The average composition is unchanged. Expanding $F(x\pm d)$ and averaging removes the odd powers of $d$:

$$
\frac{F(x+d)+F(x-d)}2-F(x)=\frac{d^2}{2}F''(x)+\frac{d^4}{24}F''''(x)+\dots
$$

For small $d$ the first term decides. If $F''<0$, even a very small split lowers the free energy.

The derivative of $x\ln x$ is $\ln x+1$, and that of $(1-x)\ln(1-x)$ is $-\ln(1-x)-1$. Therefore

$$
F'(x)=\Omega(1-2x)+k_BT\ln\frac{x}{1-x}.
$$

Differentiating again, and using $1/x+1/(1-x)=1/[x(1-x)]$,

$$
F''(x)=-2\Omega+\frac{k_BT}{x(1-x)}.
$$

The interaction favours separation equally at every composition. The entropy opposes it, most weakly where $x(1-x)$ is largest.

## The critical temperature

Since $x(1-x)=1/4-(x-1/2)^2$, its largest value is $1/4$, at $x=1/2$. The lowest curvature at a given temperature is thus

$$
F''(1/2)=4k_BT-2\Omega.
$$

It vanishes at

$$
T_c=\frac{\Omega}{2k_B}
=\frac{0.26}{2\times8.617\times10^{-5}}\ \text{K}\approx1510\ \text{K}.
$$

The corresponding thermal energy is $k_BT_c=\Omega/2=0.13$ eV.

Above $T_c$ the curvature is positive at every composition, so $F$ is convex. For a convex function, the average of $F$ over any set of phases is at least $F$ at their average composition. Large separations are then excluded as well as small ones, and $T_c$ is the miscibility temperature asked for, not merely a limit of local stability.

The formula is linear in $\Omega$: a change of $0.01$ eV shifts $T_c$ by 58 K. An interaction known to the nearest $0.01$ eV leaves an uncertainty of about 29 K either way, before any fault of the model is considered.

The per-atom calculation can now be repaired. Halving both terms gives the condition $4(k_B/2)T=2(\Omega/2)$, which has the same solution, $T=\Omega/(2k_B)$.

## The spinodal at 1000 K

Below $T_c$, setting $F''=0$ gives

$$
x_s(1-x_s)=\frac{k_BT}{2\Omega}=\frac{T}{4T_c},
$$

where the last form uses $2\Omega=4k_BT_c$. This is the quadratic equation $x_s^2-x_s+T/(4T_c)=0$, with the roots

$$
x_s=\frac12\left[1\pm\sqrt{1-\frac{T}{T_c}}\right].
$$

At 1000 K, $k_BT=0.08617$ eV, so

$$
x_s(1-x_s)=\frac{0.08617}{0.52}=0.1657,\qquad
\sqrt{1-\frac{T}{T_c}}=\sqrt{1-0.6629}=0.5806.
$$

The two compositions are

$$
x_s=\frac{1-0.5806}2\approx0.21,\qquad
x_s=\frac{1+0.5806}2\approx0.79.
$$

Between them $F''$ is negative. At the midpoint it is $4\times0.08617-0.52=-0.175$ eV. The zeros of a finite-difference curvature, computed from $F$ itself, agree with these roots.

Two decimals suit the input. Write $s=\sqrt{1-2k_BT/\Omega}$, so that the lower root is $(1-s)/2$. Differentiating $s^2$ at fixed $T$ gives $2s\,ds=(2k_BT/\Omega^2)\,d\Omega$, and hence

$$
dx_s=-\frac{ds}{2}=-\frac{T/T_c}{4s}\frac{d\Omega}{\Omega}.
$$

Raising $\Omega$ by $0.01$ eV therefore lowers the A-poor root by about $0.01$, and by symmetry raises the other by as much.

The formula has the expected limits. As $T$ approaches $T_c$ from below, the two roots meet at $x=1/2$. As $T\to0$, the square root tends to $1-T/(2T_c)$ and the lower root to $T/(4T_c)$: the unstable range spreads over nearly all compositions.

## The spinodal is not the solubility limit

An alloy outside the spinodal resists small splits. It may still lower its free energy by a large one. To find where this stops, we need the compositions of the two coexisting phases.

The free energy is unchanged when $x$ is replaced by $1-x$. Below $T_c$ it has a maximum at $x=1/2$, where $F''<0$, and two minima of equal height at $x_b$ and $1-x_b$. No set of phases can have an average free energy below that of the minima. A mixture of the two minima reaches this value for every average composition between them, so they are the coexisting phases.

Set $F'(x_b)=0$ and $m=1-2x_b$. Then $x_b=(1-m)/2$ and $1-x_b=(1+m)/2$, so

$$
\Omega m=k_BT\ln\frac{1+m}{1-m}=2k_BT\,\operatorname{artanh}m.
$$

Dividing by $2k_BT$ and taking the hyperbolic tangent,

$$
m=\tanh\left(\frac{T_c}{T}m\right).
$$

For $m>0$ the right side is concave, starts with slope $T_c/T$ and stays below 1. It therefore meets the line $m$ once if $T<T_c$, and not at all if $T\ge T_c$. At 1000 K the solution is $m=0.8617$, which gives

$$
x_b\approx0.07,\qquad 1-x_b\approx0.93.
$$

The lower convex hull of $F$, constructed on a grid without the tanh equation, gives the same limits within the grid resolution.

There are thus three ranges at 1000 K. Below $x=0.07$ and above $0.93$ the uniform alloy is stable. Between $0.21$ and $0.79$ it is unstable. In the two intervals between these ranges it is metastable.

Two compositions show the difference. For a small split with $d=0.01$:

- At $x=0.15$, $F''=-0.52+0.08617/0.1275=0.156$ eV. The leading term $d^2F''/2$ is $7.8\times10^{-6}$ eV, so the split costs free energy.
- At $x=0.30$, $F''=-0.52+0.08617/0.21=-0.110$ eV. The same split changes $F$ by $-5.5\times10^{-6}$ eV, so it proceeds downhill.

Yet the alloy at $x=0.15$ is not in its lowest state. If it separates fully, the share $p$ of the A-rich phase follows from conservation of A:

$$
p=\frac{0.15-x_b}{1-2x_b}=\frac{0.15-0.0691}{0.8617}\approx0.094.
$$

Both phases have $F=-0.00493$ eV, while the uniform alloy has $-0.00328$ eV. Full separation therefore gains about $0.0017$ eV per mixing site, although the first small step towards it is uphill.

The sign of $F$ itself is not a stability criterion. At the spinodal $F=-0.00117$ eV, so by continuity an alloy just inside it is still lower than the separated pure compounds. It is nevertheless unstable, because the competing states are two alloys of different composition, not the pure compounds.

Near $T_c$ the two boundaries have a simple relation. For small $m$, $\tanh u\approx u-u^3/3$ turns the tanh equation into

$$
m^2\approx3\left(\frac{T}{T_c}\right)^3\left(\frac{T_c}{T}-1\right)
=3\left(\frac{T}{T_c}\right)^2\left(1-\frac{T}{T_c}\right).
$$

To leading order $m\approx\sqrt{3(1-T/T_c)}$. The miscibility gap has width $m$ and the spinodal range has width $\sqrt{1-T/T_c}$, so their ratio tends to $\sqrt3\approx1.73$. At 1000 K it is $0.8617/0.5806=1.48$; this temperature is too far below $T_c$ for the leading-order ratio to be accurate.

## What the result leaves out

**Correlations.** Random occupation ignores any tendency of like atoms to be neighbours. Its effect on the free energy has a definite sign for a given bond model. Let $E_i$ be the energy of arrangement $i$, measured from the pure compounds, and let $p_i$ be its probability under random occupation. Because the exponential is convex, the average of an exponential is at least the exponential of the average:

$$
Z=\sum_i p_i\,e^{-E_i/k_BT-\ln p_i}
\ge\exp\left[\sum_i p_i\left(-\frac{E_i}{k_BT}-\ln p_i\right)\right].
$$

Taking $-k_BT\ln$ of both sides reverses the inequality:

$$
-k_BT\ln Z\le\sum_i p_iE_i+k_BT\sum_i p_i\ln p_i=N F(x,T).
$$

The last equality holds because independent sites have additive entropies. Here $Z$ includes all compositions, with the pure compounds at equal energy, and the bound holds for each $x$ used in $p_i$. The best bound is the minimum of $F$.

For the 16-site cell at 2000 K, that minimum is $-0.0545$ eV per site and the exact value is $-0.0589$ eV per site. The size of the gap belongs to this small cell, in which a site has only 9 distinct neighbours and some of the 12 bonds are doubled. In a large face-centred cubic crystal the same bond model gives about $-0.0570$ eV per site, so the gap shrinks from $0.0044$ to about $0.0026$ eV. Nor does the bound by itself fix the error of $T_c$, which depends on how much the free energies of the uniform and the separated states are each lowered. For this bond model the answer is known. It is the Ising model on the face-centred cubic lattice with coupling $J=\Omega/24$, and its critical point lies at $k_BT_c\approx9.79J$ instead of $12J$. That is about 1230 K, some 18% below 1510 K and a far larger shift than the uncertainty from $\Omega$. Its miscibility limits at 1000 K are near $0.09$ and $0.91$. The square-root closing of the gap and the ratio $\sqrt3$ are likewise results of the random-occupation approximation.

**Temperature-dependent interaction.** Vibrations can make the interaction depend on temperature. If $\Omega(T)=\Omega_0-\sigma T$, the condition $4k_BT=2\Omega(T)$ gives $T_c=\Omega_0/(2k_B+\sigma)$. A positive $\sigma$ lowers the critical temperature. The formula needs $\sigma>-2k_B$; for more negative $\sigma$ the curvature at $x=1/2$ never turns positive.

**Coherency.** If regions of different composition have different natural lattice constants but remain joined without defects, a split also costs elastic energy. Suppose this cost is $\eta d^2/2$ per mixing site, with $\eta>0$ independent of composition. The instability condition becomes $F''+\eta<0$. If $\eta<2\Omega$, its highest temperature falls from $2\Omega/(4k_B)$ to $(2\Omega-\eta)/(4k_B)$. If $\eta\ge2\Omega$, the condition is not met at any positive temperature, and the uniform alloy resists small coherent splits at every composition. The values found above are for $\eta=0$, where the separated regions are free to relax. Small composition changes inside a crystal usually start coherent, and $\eta$ need not be small. Continuum elasticity gives $\eta\approx2\epsilon^2YV$, with $\epsilon$ the relative lattice mismatch of AC and BC, $Y$ a biaxial modulus and $V$ the volume per mixing site. For $\epsilon=0.10$, $Y=210$ GPa and $V=27$ Å$^3$, values of the order found in nitride alloys, $\eta\approx0.7$ eV, which exceeds $2\Omega=0.52$ eV. In such a crystal the range $0.21$ to $0.79$ is not unstable to small coherent splits.

The numerical output below lists the computed values to more digits than the model deserves, so that the arithmetic can be followed.

## Numbers as computed

```
interaction Omega: 0.26 eV per mixing site
same, converted: 25.09 kJ per mol of mixing sites
Boltzmann constant: 8.617333e-05 eV/K
critical temperature, formula: 1508.59 K
critical temperature, numerical curvature: 1508.59 K
thermal energy kB*Tc: 0.1300 eV
shift of Tc per 0.01 eV in Omega: 58.0 K
chosen temperature T: 1000 K
thermal energy kB*T: 0.086173 eV
ratio T/Tc: 0.66287 (no unit)
product x(1-x) at spinodal: 0.16572 (no unit)
square root sqrt(1-T/Tc): 0.58063 (no unit)
spinodal, formula: x = 0.2097 and 0.7903
spinodal, numerical: x = 0.2097 and 0.7903
curvature F'' at x=0.5 and T: -0.1753 eV
solution m of tanh equation: 0.86172 (no unit)
miscibility limits, formula: x = 0.0691 and 0.9309
miscibility limits, hull: x = 0.0693 and 0.9307
F at miscibility limit: -4.931 meV
F at x=0.15: -3.276 meV
F at spinodal: -1.167 meV
F at x=0.50: 5.269 meV
half-width d of small split: 0.01 (no unit)
small split at x=0.15 changes F by 7.81 micro-eV
small split at x=0.30 changes F by -5.48 micro-eV
full separation at x=0.15 changes F by -1.655 meV
share of A-rich phase at x=0.15: 0.0938 (no unit)
bond model: z = 12, excess per unlike bond = 0.02167 eV
bond energies AA, BB, AB: -0.30, -0.20, -0.22833 eV
occupations enumerated: 65536 on 16 sites
mixing energy at x=0.30, enumeration: 0.054600 eV
mixing energy at x=0.30, formula: 0.054600 eV
entropy at x=0.30, counting 1000000 sites: 0.610857 kB
entropy at x=0.30, formula: 0.610864 kB
Tc, energy per atom but entropy per site: 754.3 K
Tc, energy and entropy both per atom: 1508.6 K
temperature of small-cell comparison: 2000 K
free energy, random mixing: -0.05446 eV per site
free energy, exact 16-site cell: -0.05886 eV per site
```
